\section*{Counting excitations in linear-response TDDFT with static and frequency-dependent kernels}

\section{Two electrons on two sites}

Take two electrons on two sites with hopping $t>0$, on-site repulsion $U$ and site-energy difference $\Delta$. Set $\hbar=1$ and let
\begin{equation}
D=\tfrac12(n_1-n_2),\qquad H=T+\Delta\,D+U\sum_{i=1,2} n_{i\uparrow}n_{i\downarrow},
\end{equation}
where $T$ is the hopping operator. In the singlet basis $|20\rangle,|02\rangle,|11\rangle$,
\begin{equation}
H=\begin{pmatrix}\Delta+U&0&-\sqrt2\,t\\0&-\Delta+U&-\sqrt2\,t\\-\sqrt2\,t&-\sqrt2\,t&0\end{pmatrix}.
\end{equation}
There are three singlets, hence two excited ones.

The Kohn--Sham (KS) system has $U=0$ and a difference $\Delta_s$ chosen to give the same site densities. Its one-electron matrix has diagonal $\pm\Delta_s/2$ and off-diagonal $-t$, so it has one occupied orbital, one empty orbital and one single transition, of energy $\omega_s=\sqrt{4t^2+\Delta_s^2}$. With $z=\omega^2$ and $z_s=\omega_s^2$, the response of $D$ to a change of $\Delta_s$ is
\begin{equation}
\chi_s=\frac{a_s}{z-z_s},\qquad a_s=\frac{4t^2}{\omega_s}.
\end{equation}
This is the general formula (\ref{lehmann}) below, $a_s=2\omega_s|\langle D\rangle|^2$. The orbital matrix element of $D$ is $t/\omega_s$ in magnitude, and the singlet combination multiplies it by $\sqrt2$.

The kernel $f$ (Hartree plus exchange-correlation) is defined by $\chi=\chi_s+\chi_s f\chi$, that is, $1/\chi=1/\chi_s-f$. Therefore
\begin{equation}
\chi=\frac{a_s}{z-z_s-a_sf}. \label{scalar}
\end{equation}
If $f$ does not depend on frequency, the denominator is linear in $z$ and has one zero, whatever the value of $f$. The exact $\chi$ has two poles whenever both excited singlets have a nonzero matrix element of $D$ with the ground state. No static kernel can then reproduce it.

\section{The count for a static kernel}

\subsection{Assumptions and response functions}

Consider a closed-shell system in a finite one-particle space with $n_o$ occupied and $n_v$ empty real orbitals. The ground state is non-degenerate and the perturbation is spin-independent, so only singlets respond. Label single transitions by $q=(i\to a)$, with gaps $\varepsilon_q=\varepsilon_a-\varepsilon_i>0$ and products $\Phi_q=\varphi_i\varphi_a$. Their number is
\begin{equation}
M=n_on_v .
\end{equation}
The kernel $f(\mathbf r,\mathbf r')$ is real, symmetric and acts on the density; nonlocal exchange operators are outside this derivation.

For a perturbation $B(e^{-i\omega t}+e^{i\omega t})$, the first-order amplitude of excited state $n$ obeys $i\dot c_n=\omega_nc_n+B_{n0}(e^{-i\omega t}+e^{i\omega t})$. Its two components are
\begin{equation}
c_n=\frac{B_{n0}}{\omega-\omega_n}e^{-i\omega t}-\frac{B_{n0}}{\omega+\omega_n}e^{i\omega t}.
\end{equation}
The change of an observable $A$ is $\sum_nA_{0n}(c_n+c_n^*)$ for real wavefunctions. Its $e^{-i\omega t}$ part gives
\begin{equation}
\chi_{AB}=\sum_nA_{0n}B_{n0}\left[\frac1{\omega-\omega_n}-\frac1{\omega+\omega_n}\right]
=\sum_n\frac{2\omega_nA_{0n}B_{n0}}{\omega^2-\omega_n^2}. \label{lehmann}
\end{equation}

In the KS system the density is a one-body operator, which changes at most one orbital of a determinant. Doubly excited determinants therefore contribute nothing to $\chi_s$. The singlet single excitation is the sum of the spin-up and spin-down replacements divided by $\sqrt2$, so its transition density is $\sqrt2\,\Phi_q$. The numerator in (\ref{lehmann}) becomes $4\varepsilon_q\Phi_q\Phi_q$, and
\begin{equation}
\chi_s=V(z-E^2)^{-1}V^T,\qquad V_q(\mathbf r)=2\sqrt{\varepsilon_q}\,\Phi_q(\mathbf r),\qquad E=\mathrm{diag}(\varepsilon_q).
\end{equation}
Here $V$ maps $M$-component vectors to densities.

\subsection{Reduction to an $M\times M$ matrix}

Insert $\chi_s$ into the Dyson equation and name the factor to the right of $V$:
\begin{equation}
\chi=VX,\qquad X=(z-E^2)^{-1}V^T(1+f\chi).
\end{equation}
Multiplying $X$ by $z-E^2$ and replacing $\chi$ by $VX$ gives
\begin{align}
(z-E^2)X&=V^T+V^TfV\,X,\\
(z-\Omega)X&=V^T,\qquad \Omega=E^2+V^TfV .
\end{align}
Hence
\begin{equation}
\chi=V(z-\Omega)^{-1}V^T, \label{chiomega}
\end{equation}
with elements
\begin{equation}
\Omega_{qq'}=\varepsilon_q^2\delta_{qq'}+4\sqrt{\varepsilon_q\varepsilon_{q'}}\,K_{qq'},\quad
K_{qq'}=\iint\Phi_q(\mathbf r)f(\mathbf r,\mathbf r')\Phi_{q'}(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\end{equation}

For static $f$, $\Omega$ is one fixed real symmetric matrix, and $\det(z-\Omega)$ is a polynomial of degree $M$. There are $M$ real eigenvalues $z_k$, counted with multiplicity, and $M$ orthonormal eigenvectors $u_k$. Then
\begin{equation}
\chi=\sum_{k=1}^{M}\frac{(Vu_k)(Vu_k)^T}{z-z_k}. \label{modes}
\end{equation}
This is the counting theorem: a static kernel shifts and mixes the single transitions but cannot create a root. Replacing one static functional by another changes the entries of $\Omega$, not its dimension.

Three qualifications matter in practice.
\begin{itemize}
\item There are $M$ excitation energies $\omega_k=\sqrt{z_k}$ if all $z_k>0$. This holds, for example, if $f$ is positive semidefinite, since then $\Omega\ge E^2$. A negative $z_k$ gives an imaginary frequency, an instability, and the number of real excitations falls below $M$.
\item A mode with $Vu_k=0$ is dark and absent from $\chi$.
\item Equal eigenvalues merge into one pole. The number of distinct poles is thus at most $M$.
\end{itemize}

A four-site open chain with four electrons and KS site energies $0,\,0.3,\,0.9,\,0.4\,t$ has $M=4$. Take a kernel equal to $0.8\,t$ on a site and $0.3\,t$ between neighbouring sites. Its gaps $1.174,\,2.108,\,2.443,\,3.377$ (in $t$) become $1.453,\,2.286,\,2.773,\,3.545$ with a repulsive static kernel. Multiplying that kernel by $-3$ leaves two real excitations; the other two eigenvalues are not positive.

\subsection{The same count from the density matrix}

Linearizing the equation of motion of the full density matrix gives a larger matrix, so its extra eigenvalues must be identified. Per spin, $i\,\delta\dot\rho=[h,\delta\rho]+[\delta v,\rho_0]$, where $\rho_0$ is 1 on occupied and 0 on empty orbitals. For a component $e^{-i\omega t}$,
\begin{align}
\omega\,\delta\rho_{ai}&=\varepsilon_q\,\delta\rho_{ai}+\delta v_q,\\
\omega\,\delta\rho_{ia}&=-\varepsilon_q\,\delta\rho_{ia}-\delta v_q .
\end{align}
Let $x_q=\delta\rho_{ai}+\delta\rho_{ia}$ and $y_q=\delta\rho_{ai}-\delta\rho_{ia}$. Adding and subtracting the equations gives $\omega x_q=\varepsilon_qy_q$ and $\omega y_q=\varepsilon_qx_q+2\delta v_q$. Both spins contribute to the density, so $\delta n=2\sum_qx_q\Phi_q$ and $\delta v_q=2\sum_{q'}K_{qq'}x_{q'}$. Eliminating $y$,
\begin{equation}
\omega^2x_q=\varepsilon_q^2x_q+4\varepsilon_q\sum_{q'}K_{qq'}x_{q'} .
\end{equation}
The substitution $x_q=\sqrt{\varepsilon_q}\,u_q$ turns this into $\Omega u=\omega^2u$. Each $z_k$ supplies the pair $\pm\omega_k$: $2M$ frequencies, but $M$ excitations.

In the occupied--occupied and empty--empty blocks $[\delta v,\rho_0]$ vanishes, and the frequencies are bare orbital-energy differences. They are not excitations. A determinant has $\rho^2=\rho$, so $\rho_0\delta\rho+\delta\rho\rho_0=\delta\rho$ to first order. This reads $2\delta\rho=\delta\rho$ in the first block and $0=\delta\rho$ in the second, so both blocks must be zero.

\subsection{Large basis sets}

As the basis grows, $M$ and the number of many-body states both grow without limit, and comparing totals loses its meaning. A count within a window is possible when the kernel is weak enough in the following sense. Let $s=\|V^TfV\|$ be the largest absolute eigenvalue of $V^TfV$. As quadratic forms,
\begin{equation}
E^2-s\le\Omega\le E^2+s .
\end{equation}
By the min--max characterization, each ordered eigenvalue of $\Omega$ differs from that of $E^2$ by at most $s$. If no $\varepsilon_q^2$ lies within $s$ of either edge of a window in $z$, the window contains as many static-kernel roots as KS single transitions. If it contains more distinct exact poles than that, no static kernel of this strength accounts for them. The condition can be checked in any finite truncation, but it need not survive enlarging the basis. The norm is at least as large as any diagonal element, $s\ge4\varepsilon_q|K_{qq}|$, so $s$ grows with the largest gaps unless $K_{qq}$ falls at least as fast as $1/\varepsilon_q$. Once $s$ exceeds the distance from a window edge to the nearest $\varepsilon_q^2$, the bound no longer fixes the count but only brackets it: the number of roots in the window is at most the number of $\varepsilon_q^2$ in the window widened by $s$ at each edge, and at least the number in the window narrowed by $s$ at each edge. The bracket loosens as $s$ grows.

\section{Why the exact system has more states}

For two electrons in $K$ orbitals, singlets have symmetric spatial functions, of which there are $K(K+1)/2$. Removing the ground state leaves
\begin{equation}
N_{\rm ex}=\frac{K(K+1)}2-1=\underbrace{(K-1)}_{\text{singles}}+\underbrace{\frac{K(K-1)}2}_{\text{doubles}} .
\end{equation}
The doubles are the pairs $a\le b$ among $K-1$ empty orbitals. Here $M=K-1$, so the static problem has room for the singles alone.

The interaction mixes determinants, and a mainly double state can thereby acquire a transition density. If this raises the number of distinct poles of the exact $\chi$ above $M$, the exact kernel must depend on frequency. The argument concerns the set of poles. It does not forbid tuning a static kernel so that one root falls at the energy of a chosen double state; that root is then missing elsewhere. Nor does it demand anything for a dark double state, which is not in $\chi$.

\section{How a pole in the kernel adds a root}

Let
\begin{equation}
f(z)=f_0+\frac{hh^T}{z-z_d},\qquad \Omega_0=E^2+V^Tf_0V,\qquad c=V^Th ,
\end{equation}
with $f_0$, $h$ and $z_d$ real and constant. The root condition is
\begin{equation}
(z-\Omega_0)u=c\,\frac{c^Tu}{z-z_d}.
\end{equation}
Call the last fraction $y$. Then $(z-\Omega_0)u=cy$ and $(z-z_d)y=c^Tu$, or
\begin{equation}
\begin{pmatrix}\Omega_0&c\\c^T&z_d\end{pmatrix}\begin{pmatrix}u\\y\end{pmatrix}=z\begin{pmatrix}u\\y\end{pmatrix}. \label{enlarged}
\end{equation}
This ordinary symmetric problem has $M+1$ real eigenvalues and replaces an iterative search in $\omega$. If $c\ne0$, every eigenvector has $u\neq0$, because $u=0$ would require $cy=0$. As before, an eigenvalue shows in $\chi$ only if $Vu\ne0$, and $c\ne0$ does not guarantee this: if $\chi_s(z_d)h=0$, then $u=(z_d-E^2)^{-1}c$, $y=1$ is an eigenvector with eigenvalue $z_d$ and $Vu=\chi_s(z_d)h=0$, so the added root is dark. If $c=0$, the eigenvalue $z_d$ is decoupled and does not appear in $\chi$; it should be discarded. The sign of the pole matters: with $-hh^T$ the enlarged matrix is no longer symmetric, and its roots may be complex.

In the four-site model, with the repulsive kernel as $f_0$, $h=(0.5,-0.2,0.4,0.1)$ and $z_d=6$ in units of $t$, the kernel pole at $\omega=2.449\,t$ gives five roots, at $1.440,\,2.225,\,2.480,\,2.778$ and $3.564\,t$.

\section{The exact kernel of the two-site model}

\subsection{Closed form}

Let the exact excitations be $\omega_1<\omega_2$, with $z_j=\omega_j^2$ and strengths $a_j=2\omega_j|\langle0|D|j\rangle|^2$. Put the two terms of $\chi$ over a common denominator:
\begin{equation}
\chi=\frac{a_1}{z-z_1}+\frac{a_2}{z-z_2}=\frac{S(z-z_0)}{(z-z_1)(z-z_2)},
\end{equation}
\begin{equation}
S=a_1+a_2,\qquad z_0=\frac{a_1z_2+a_2z_1}{S}.
\end{equation}
If both strengths are positive, $z_0$ is a weighted mean of $z_1$ and $z_2$ and lies between them. There $\chi$ vanishes and $1/\chi$ diverges. Writing $z=z_0+(z-z_0)$ in each factor gives
\begin{equation}
\frac{(z-z_1)(z-z_2)}{z-z_0}=z+z_0-z_1-z_2+\frac{(z_0-z_1)(z_0-z_2)}{z-z_0}.
\end{equation}
From the definition of $z_0$, $z_0-z_1=a_1(z_2-z_1)/S$ and $z_0-z_2=-a_2(z_2-z_1)/S$. Therefore $f=1/\chi_s-1/\chi$ is
\begin{equation}
f=C+Lz+\frac{R}{z-z_0}, \label{fexact}
\end{equation}
\begin{align}
C&=-\frac{z_s}{a_s}-\frac{z_0-z_1-z_2}{S},\qquad L=\frac1{a_s}-\frac1S,\\
R&=\frac{a_1a_2(z_2-z_1)^2}{S^3}>0 .
\end{align}
The residue has the sign that makes (\ref{enlarged}) symmetric.

The linear term comes from the total strengths. Expanding the double commutator in eigenstates,
\begin{equation}
\langle[D,[H,D]]\rangle=2\langle DHD\rangle-2E_0\langle D^2\rangle=\sum_j2\omega_j|\langle0|D|j\rangle|^2=S .
\end{equation}
In the site basis its elements are $-H_{\alpha\beta}(D_\alpha-D_\beta)^2$. Hopping changes $D$ by $\pm1$ and the rest of $H$ is diagonal, so $S=-\langle T\rangle$. Likewise $a_s=-\langle T\rangle_s$ in the KS ground state. Thus $L\ne0$ when the two hopping energies differ. This is a feature of the lattice. In continuous space, with local potentials and $D=\sum_ig(\mathbf r_i)$, the double commutator is $\sum_i|\nabla g(\mathbf r_i)|^2$ (unit mass), whose mean depends only on the density; the exact and KS total strengths are then equal and this source of a linear term is absent. By itself this term adds no root, because the denominator of (\ref{scalar}) stays linear in $z$, with slope $1-a_sL=a_s/S$.

\subsection{Numbers}

Take $U=\Delta=t$ and quote energies in units of $t$. The exact occupations are $n_1=0.70535$ and $n_2=1.29465$. The KS orbital has components $\varphi_i=\sqrt{n_i/2}$, and its eigenvalue equation gives $v_{s,1}=\epsilon+\varphi_2/\varphi_1$ and $v_{s,2}=\epsilon+\varphi_1/\varphi_2$, with $\epsilon$ the orbital energy. Hence
\begin{equation}
\Delta_s=\sqrt{\frac{n_2}{n_1}}-\sqrt{\frac{n_1}{n_2}}=0.6167,\qquad \omega_s=\sqrt{4+0.6167^2}=2.0929 .
\end{equation}
The KS double excitation, at $2\omega_s=4.186$, is dark in $\chi_s$.

The exact excitations are $\omega_1=2.5153$ and $\omega_2=4.6125$. The first has weight 0.95 on the KS single excitation; the second has weight 0.94 on the KS double. Their strengths are $a_1=1.8167$ and $a_2=0.0514$: the double state is weak but present.

By (\ref{scalar}), a static kernel that puts its root at $\omega_j$ must equal $(z_j-z_s)/a_s$. With $z_s=4.380$ and $a_s=1.9112$,
\begin{equation}
\frac{6.327-4.380}{1.9112}\approx1.019,\qquad \frac{21.275-4.380}{1.9112}\approx8.840 .
\end{equation}
Either energy can be matched alone, but one constant cannot have both values.

The exact kernel has $C=1.3150$, $L=-0.0121$, $R=3.2003$ and a pole at $\omega=\sqrt{z_0}=4.568$, just below the double state. It falls from $1.162$ at $\omega=0$ to $0.464$ at $\omega=4$, and equals $1.787$ at $\omega=5$, beyond the pole. Inserted in (\ref{scalar}), it returns both exact excitations.

The zero-frequency limit of the exact kernel gives one excitation,
\begin{equation}
\omega=\sqrt{4.380+1.9112\times1.1616}=2.569 ,
\end{equation}
which is 2\% above the exact $\omega_1$. The sign of this error follows from (\ref{fexact}): here $L<0$ and $R>0$, so $df/dz=L-R/(z-z_0)^2<0$, and $f(0)$ exceeds the kernel at $\omega_1$. The static kernel thus places the mainly single state 2\% too high and gives it the strength $a_s=1.9112$, which is 5\% above the exact $a_1=1.8167$; the mainly double state is missing.

\subsection{The symmetric case}

For $\Delta=0$, exchanging the sites is a symmetry and $D$ is odd. The ground state is even. The odd singlet $(|20\rangle-|02\rangle)/\sqrt2$ has energy $U$. The even singlets have energies $\tfrac12(U\pm\sqrt{U^2+16t^2})$, so
\begin{equation}
\omega_1=\tfrac12\left(U+\sqrt{U^2+16t^2}\right)=2.562\,t,\qquad \omega_2=\sqrt{U^2+16t^2}=4.123\,t
\end{equation}
at $U=t$. The upper even state has $a_2=0$, hence $R=0$, and the kernel has no pole. It reduces to $C+Lz$, which still depends on frequency through the lattice term $Lz$ but yields one root. The second excitation exists, yet it is not a pole of the linear density response to a change of $\Delta$. It enters only at higher order, because $D$ couples it to the odd singlet but not to the ground state.

\section{More than two sites}

Let two electrons occupy $K$ sites, and let all $N_{\rm ex}$ exact excitations be bright and distinct. Uniform potentials produce no response, so use $K-1=M$ independent zero-sum potentials and their conjugate densities. Then
\begin{equation}
\chi=W(z-Z)^{-1}W^T,\qquad Z=\mathrm{diag}(\omega_n^2),
\end{equation}
where $W$ is $M\times N_{\rm ex}$ and is assumed to have rank $M$. Choose an orthogonal matrix $Q$ such that $WQ=(\Gamma,0)$ with $\Gamma$ invertible, and partition $Q^TZQ$ into blocks $Z_{11},Z_{12},Z_{21},Z_{22}$ accordingly. Only the first block of the inverse enters $\chi$, and block elimination gives
\begin{equation}
\chi^{-1}=\Gamma^{-T}\left[z-Z_{11}-Z_{12}(z-Z_{22})^{-1}Z_{21}\right]\Gamma^{-1}.
\end{equation}
The poles of $\chi^{-1}$ are the eigenvalues of $Z_{22}$, which number $N_{\rm ex}-M$ with multiplicity. None drops out: an eigenvector of $Z_{22}$ annihilated by $Z_{12}$ would be an eigenvector of $Z$ annihilated by $W$, that is, a dark state. If the KS matrix $V$ is also invertible, $\chi_s^{-1}=V^{-T}(z-E^2)V^{-1}$ has no poles. The kernel $f=\chi_s^{-1}-\chi^{-1}$ then has one pole for each excitation beyond the KS count.

A three-site chain with $U=t$ and site energies $0,\,0.5,\,1.2\,t$ shows this. It has five bright excitations, at $1.721,\,3.027,\,3.406,\,4.960$ and $6.289\,t$, but two KS single transitions, at $1.459$ and $2.970\,t$. The exact zero-frequency kernel gives two roots, $1.739$ and $3.279\,t$. The first is 1\% above the lowest exact excitation. The second falls between the exact values $3.027$ and $3.406\,t$, so one root stands where the exact response has two. The exact kernel has three poles, at $3.183,\,4.927$ and $6.281\,t$.

The numerical check compares these formulas with direct diagonalization, linear solves of the response equations and finite differences of the exact KS potential.

\section*{Computed results}
\begin{verbatim}
FOUR SITES, FOUR ELECTRONS (energies in t)
KS single transitions M: 4
KS gaps: [1.1739 2.108  2.4431 3.3772]
static-kernel excitations: [1.4529 2.2858 2.773  3.5448]
real excitations, stable kernel: 4
real excitations, kernel times -3: 2
kernel pole placed at omega = 2.4495
roots with that kernel pole: 5
their energies: [1.4404 2.2254 2.4797 2.7775 3.5637]
TWO SITES, TWO ELECTRONS: t = 1, U = 1.0 , site difference = 1.0
site occupations n1, n2: [0.70535 1.29465]
KS site difference (t): 0.61668
KS single transition (t): 2.09292
KS double, dark in chi_s (t): 4.18583
exact excitations (t): [2.51534 4.61249]
state 1 weight on KS single, double: [0.9489 0.0508]
state 2 weight on KS single, double: [0.0511 0.9389]
exact strengths a1, a2 (t): [1.816749 0.051399]
total strength S, KS strength a_s (t): 1.868149 1.911209
kernel f(0) (t): 1.1616
f(0) by finite difference (t): 1.1616
only excitation with static f(0) (t): 2.56912
static f needed for state 1, state 2 (t): [1.01853 8.83982]
kernel pole at omega (t): 4.56769
C (t), L (1/t), R (t^3): 1.314989 -0.01206 3.200304
f at omega = 1.0 t: 1.14182 t
f at omega = 2.0 t: 1.07697 t
f at omega = 3.0 t: 0.93669 t
f at omega = 4.0 t: 0.46404 t
f at omega = 5.0 t: 1.78721 t
roots with exact f(omega) (t): [2.51534 4.61249]
SYMMETRIC DIMER: excitations (t): [2.56155 4.12311]
strengths (t): [1.940285 0.      ]
kernel pole residue R (t^3): 0.0
THREE SITES, TWO ELECTRONS: U = 1.0 , site energies [0.  0.5 1.2]
exact excitations (t): [1.7206 3.0272 3.4064 4.9597 6.2891]
smallest summed strength (t): 1.01e-02
KS single transitions (t): [1.4587 2.9696]
excitations with static f(0) (t): [1.7393 3.2786]
kernel poles at omega (t): [3.183  4.927  6.2808]
\end{verbatim}
